# Carrier temperature as an exponential average of upstream heating

## The number to be explained

At the drain end of a model silicon transistor the driving field peaks at 0.30 MV/cm. If the carrier temperature followed the local field, it would peak at 9584 K. The energy balance gives 4107 K instead, and places the maximum 8.9 nm beyond the field peak. At 50 nm beyond the field peak, where the field has fallen by a factor $e^5$, the carriers are still at 2707 K.

These three facts have one cause. A carrier needs a distance $\lambda$ to exchange its excess energy with the lattice, and here $\lambda=66.67$ nm, longer than the field region itself. The temperature therefore records the heating received over the last stretch of path, with older heating discounted exponentially.

## Conventions and the energy flux

Carriers flow steadily towards $+x$ with density $n$ and speed $v>0$. $E$ is the driving field, counted positive when the force $qE$ points along the flow, with $q>0$ the elementary charge. $T$ is the carrier temperature, $T_L$ the uniform lattice temperature, $k$ the Boltzmann constant and $\tau$ the energy relaxation time. There is no generation or recombination, so $nv$ is constant.

Let the distribution be a Maxwellian moving at $v$, in a parabolic band of mass $m$. Write a carrier's velocity as $v\hat x+\mathbf c$, with $\langle c_x\rangle=0$, $\langle c_x^2\rangle=kT/m$ and $\langle c^2\rangle=3kT/m$. The energy flux is

$$S=n\left\langle \tfrac m2\,(v^2+2vc_x+c^2)(v+c_x)\right\rangle .$$

Terms odd in $c_x$ average to zero. The survivors are

$$S=n\left[\tfrac m2v^3+\tfrac m2v\langle c^2\rangle+mv\langle c_x^2\rangle\right]
=nv\left[\tfrac m2v^2+\tfrac32kT+kT\right].$$

The factor $5/2$ thus consists of $3/2$ for thermal energy carried along and $1$ for the work done by pressure. The drift energy $mv^2/2$ is now dropped, as is heat conduction; both are sized below.

## From the balance to the average

The field supplies power $nqvE$ per volume, and the lattice removes the excess energy at the rate $1/\tau$:

$$\frac{d}{dx}\left(\tfrac52nvkT\right)=nqvE-\frac{3nk(T-T_L)}{2\tau}.$$

Divide by the constant $nv$ and set $\theta=T-T_L$:

$$\tfrac52k\,\theta'=qE-\frac{3k\theta}{2v\tau}. \tag{1}$$

Take $v$ and $\tau$ as fixed. Multiplication by $2/(5k)$ gives

$$\theta'+\frac{\theta}{\lambda}=\frac{2qE}{5k},\qquad \lambda=\tfrac53v\tau. \tag{2}$$

In a uniform field $\theta'=0$, which defines the local temperature rise

$$\theta_{\rm loc}=\frac{2qE\lambda}{5k}. \tag{3}$$

Equation (2) is then $\theta'=(\theta_{\rm loc}-\theta)/\lambda$. Multiplying by $e^{x/\lambda}$ makes the terms in $\theta$ a single derivative:

$$\frac{d}{dx}\left(e^{x/\lambda}\theta\right)=\frac{e^{x/\lambda}}{\lambda}\,\theta_{\rm loc}(x).$$

Integration from an entry point $x_0$ yields

$$\theta(x)=\theta(x_0)e^{-(x-x_0)/\lambda}+\int_{x_0}^{x}\frac{dy}{\lambda}\,e^{-(x-y)/\lambda}\theta_{\rm loc}(y). \tag{4}$$

If $\theta$ is bounded far upstream, let $x_0\to-\infty$. With $s=x-y$,

$$T(x)-T_L=\int_0^\infty\frac{ds}{\lambda}\,e^{-s/\lambda}\,[T_{\rm loc}(x-s)-T_L]. \tag{5}$$

The weight integrates to one, so this is an average. Since $\theta_{\rm loc}\propto E$, one may equally average the field with the same weight to get $E_{\rm eff}$, and insert it in (3).

For a grid on which $E$ is constant in each cell of width $h$, (4) becomes a one-pass update along the flow:

$$\theta_{i+1}=\theta_i\,e^{-h/\lambda}+\theta_{{\rm loc},i}\left(1-e^{-h/\lambda}\right).$$

If $v\tau$ is a given function of position, (2) keeps its form with $\lambda(x)$, and $e^{-(x-y)/\lambda}$ is replaced by $\exp[-\int_y^x dz/\lambda(z)]$. The right side of (2) does not contain $\lambda$, so the heating per length is unchanged. In the update, each cell uses its own $\lambda$, also in (3).

## What follows for any field profile

Keep $\lambda$ constant, and let the heating fall off at both ends fast enough to have a finite area and centroid. Integrating $\lambda\theta'=\theta_{\rm loc}-\theta$ over all $x$ gives zero on the left, so $\theta$ and $\theta_{\rm loc}$ enclose equal areas. Multiplying first by $x$ and integrating by parts gives

$$-\lambda\int\theta\,dx=\int x\,\theta_{\rm loc}\,dx-\int x\,\theta\,dx .$$

Division by the common area shows that the centroid of $\theta$ lies $\lambda$ downstream of the centroid of the heating. At a smooth temperature maximum $\theta'=0$, hence $\theta=\theta_{\rm loc}$: the temperature peaks where it crosses the local curve. A jump in $\theta_{\rm loc}$ can instead put the maximum at a kink, and a varying $\lambda$ breaks the area and centroid rules. Both happen in the slow-drain case below, where the area under $\theta$ is 0.59 of that under $\theta_{\rm loc}$.

Two limits show when the delay matters. For a field that varies slowly over $\lambda$, expanding $\theta_{\rm loc}(x-s)$ in (5) gives $\theta\simeq\theta_{\rm loc}-\lambda\theta_{\rm loc}'$, and the local model is the leading term. For a field confined to a width much less than $\lambda$, with potential drop $V$, the exponential is nearly one across it, and just behind it

$$\theta\simeq\frac{2qV}{5k}.$$

The relaxation time has dropped out, because the carriers have had no distance in which to lose energy. For $E\ge0$ and cold entry, the same expression, with $V$ the drop accumulated up to $x$, is an upper bound on $\theta(x)$.

## Linearisation when the speed responds

With fixed $v\tau$, equation (1) was already linear. If the speed depends on temperature and field, write the energy loss per length as $g(T,E)$:

$$\tfrac52kT'=qE-g(T,E).$$

Let $T_0,E_0$ be a uniform state, $qE_0=g(T_0,E_0)$. To first order in small departures,

$$\tfrac52k\,\delta T'=\left(q-\frac{\partial g}{\partial E}\right)\delta E-\frac{\partial g}{\partial T}\,\delta T .$$

A uniform change of field would produce $\delta T_{\rm loc}=(q-\partial g/\partial E)\,\delta E/(\partial g/\partial T)$. Substitution gives

$$\delta T'=\frac{\delta T_{\rm loc}-\delta T}{\lambda_d},\qquad \lambda_d=\frac{5k/2}{\partial g/\partial T}. \tag{6}$$

For $\partial g/\partial T>0$ the exponential average thus survives for small changes, but with the differential length $\lambda_d$.

One possible closure is $v=\mu E$, with $\mu=\mu_0/(1+\beta)$ and

$$\beta=\frac{3\mu_0k\theta}{2q\tau v_s^2},$$

where $v_s$ is the saturation speed. Diffusion is left out of this speed. The loss per length is

$$g=\frac{3k\theta}{2v\tau}=\frac{3k\theta(1+\beta)}{2\mu_0E\tau}=\frac{qv_s^2}{\mu_0^2E}\,\beta(1+\beta). \tag{7}$$

Setting $g=qE$ gives the uniform state, $\beta(1+\beta)=(\mu_0E/v_s)^2$. Because $\beta\propto\theta$, the derivative of $\theta(1+\beta)$ is $1+2\beta$. With $\mu_0E=v(1+\beta)$,

$$\lambda_d=\frac{5\mu_0E\tau}{3(1+2\beta)}=\frac53v\tau\,\frac{1+\beta}{1+2\beta}. \tag{8}$$

For $\beta\to0$ this is the fixed-speed length; for $\beta\gg1$ it is half of it. Extra heat slows the carriers in this closure, so they spend more time, and lose more energy, per nanometre. A saturated speed in uniform fields is therefore not the same assumption as a fixed speed in a varying field.

Equation (8) was tested against the nonlinear balance with $\mu_0=400$ cm²/Vs, $v_s=10^7$ cm/s, $\tau=0.4$ ps and a uniform field of 0.10 MV/cm. There $\beta=3.531$, $\tfrac53v\tau=58.85$ nm and

$$\lambda_d=58.85\times\frac{4.531}{8.062}=33.1\ \text{nm}.$$

A Gaussian field bump of 1% height and 30 nm standard deviation changed the temperature by up to 23.3 K at the five positions compared. The linear law missed by at most 0.016 K, and doubling the bump multiplied the error by 3.98, as a second-order remainder requires. Using 58.85 nm instead gave an error of 5.4 K.

## The drain-end example

Let the field be $E_me^{x/a}$ for $x<0$ and $E_me^{-x/b}$ for $x>0$, with $E_m=0.30$ MV/cm, $a=40$ nm and $b=10$ nm. The potential drop is $E_m(a+b)=1.5$ V. Take $v=10^7$ cm/s, $\tau=0.4$ ps and $T_L=300$ K, so that $\lambda=\tfrac53\times100\ \text{nm/ps}\times0.4\ \text{ps}=66.67$ nm.

On the rising side,

$$E_{\rm eff}=\frac{E_m}{\lambda}e^{-x/\lambda}\int_{-\infty}^{x}e^{y(1/a+1/\lambda)}dy=E(x)\,\frac{a}{a+\lambda}. \tag{9}$$

For $x>0$ and $b<\lambda$, the average at $x=0$ decays and heating in the falling field is added:

$$E_{\rm eff}=E_m\left[\frac{a}{a+\lambda}e^{-x/\lambda}+\frac{b}{\lambda-b}\left(e^{-x/\lambda}-e^{-x/b}\right)\right]. \tag{10}$$

At the temperature peak $E_{\rm eff}=E_me^{-x/b}$. Collecting exponentials,

$$\left(\frac{a}{a+\lambda}+\frac{b}{\lambda-b}\right)e^{-x/\lambda}=\frac{\lambda}{\lambda-b}e^{-x/b}.$$

The bracket equals $\lambda(a+b)/[(a+\lambda)(\lambda-b)]$, so

$$x_p=\frac{b\lambda}{\lambda-b}\ln\frac{a+\lambda}{a+b}. \tag{11}$$

The local rise at the field peak is $0.4\times0.030\ \text{V/nm}\times66.67\ \text{nm}=0.80$ V, divided by $k/q=8.617\times10^{-5}$ V/K, or 9284 K. Equation (9) multiplies it by $40/106.67=0.375$, which gives 3781 K at $x=0$ after adding $T_L$. Equation (11) gives $x_p=11.76\ln(2.133)=8.9$ nm. There $E_{\rm eff}=0.30\,e^{-0.891}=0.123$ MV/cm, and $T=300+9284\times0.123/0.30\simeq4107$ K. Direct integration of (1) reproduced the temperature rise from (9) and (10) within a relative $10^{-5}$ at five positions between −60 and 120 nm.

The energy account is also instructive. Up to $x_p$ each carrier has received 1.377 eV from the field. It carries an excess $\tfrac52k\theta\simeq0.82$ eV, so about 0.56 eV has gone to the lattice.

The averaging has a strong effect on impact ionisation. With a rough coefficient $A\exp(-B/E)$, $A=7\times10^5$ cm⁻¹ and $B=1.2$ MV/cm, the integral along the path is $1.3\times10^{-2}$ for the local field and $8.7\times10^{-5}$ for $E_{\rm eff}$. The ratio is about 150. This assumes that the coefficient depends on mean heating alone, a further closure.

## Heat conduction and the limits of an upstream average

Conduction lets heat travel upstream, which the average (5) excludes. For a constant momentum relaxation time $\tau_m$, gradients change the Maxwellian $f_0$ by

$$f_1=-\tau_mc_xf_0\left[C+\frac{\varepsilon}{kT}\frac{T'}{T}\right],$$

where $\varepsilon$ is the thermal energy and $C$ collects terms independent of it. Fluxes weight energies by $\varepsilon^{3/2}e^{-\varepsilon/kT}$, for which $\varepsilon/kT$ has mean $5/2$ and variance $5/2$. Requiring no extra particle flux fixes $C=-\tfrac52T'/T$. The remaining heat flux is $-\kappa T'$, with the variance as its factor:

$$\kappa=\tfrac52\,n\frac{\tau_m}{m}k^2T=\tfrac52\,\frac{n\mu k^2T}{q},\qquad \mu=\frac{q\tau_m}{m}.$$

Adding this flux to $S$, dividing the balance by $nv$, multiplying by $2/(5k)$ and freezing $\ell=kT\mu/(qv)$ gives

$$\theta'-\ell\theta''+\frac\theta\lambda=\frac{2qE}{5k}.$$

Away from a source, $\theta\propto e^{rx}$ requires $\ell r^2-r-1/\lambda=0$. With $R=\sqrt{1+4\ell/\lambda}$, the decay lengths are

$$L_{\rm down}=\frac{2\ell}{R-1},\qquad L_{\rm up}=\frac{2\ell}{R+1}. \tag{12}$$

As $\ell\to0$, $L_{\rm down}\to\lambda$ and $L_{\rm up}\to0$, which restores (5). With the mobility closure evaluated at 4107 K, $\ell=23.9$ nm, and the lengths are 85 nm downstream and 19 nm upstream. The response to a point source is continuous there, so a fraction $19/(19+85)\simeq18\%$ of its area lies upstream. In the example the peak falls to 3313 K and moves back to within 1 nm of the field peak. Letting $\ell$ follow the local temperature instead of freezing it gives about 3360 K at 0.8 nm.

This estimate joins a factor $5/2$, derived for constant $\tau_m$, to a mobility that falls as the carriers heat. If the fall comes from scattering that grows with energy, the factor is smaller. For $\tau_m\propto1/\varepsilon$ it is $3/2$; with the rest of the equation kept, the peak is then about 3580 K, at 2.5 nm. This changes only one factor. In the relaxation-time solution the same scattering law also lowers the energy carried per particle by the flow from $\tfrac52kT$ to $\tfrac32kT$. With both factors at $3/2$, the peak is about 5260 K at 6.3 nm without conduction, and about 4050 K, 1 nm upstream of the field peak, with it. Most of the 8.9 nm displacement is thus a property of the model without conduction, and it should not be used to locate damage to within a few nanometres.

## Other corrections and use for real devices

Each estimate below changes one feature of the fixed-speed example and keeps its field profile. The shifts have not been combined and need not add.

- **Responding speed.** The closure (7) gives 4356 K at $x=0$, against 3781 K, with a speed of $1.9\times10^7$ cm/s. Continued past the field peak, it reaches about 4700 K at 6.7 nm and falls to about 430 K at 50 nm, where its speed is 7% of $v_s$ and the neglected diffusion would matter. For $\beta\gg1$, put $\theta=u\theta_{\rm loc}$ in an exponentially rising field. Then $g=qEu^2$ and $u\lambda/a=1-u^2$, whose root is $u=0.47$, compared with 0.375 for fixed speed. At fixed speed the loss would be $qEu$; for $u<1$ the loss $qEu^2$ is smaller, so the carriers stay hotter.
- **Slow flow in the drain.** If the speed drops to 0.3 of its value for $x>0$, $\lambda$ there is 20 nm. The local rise just inside the drain is $0.3\times9284\simeq2785$ K, below the 3481 K that arrives, so cooling begins at once. The peak is 3781 K at $x=0$, and the temperature at 50 nm is 796 K instead of 2707 K.
- **Nonparabolic band.** Let $w(T)$ be the mean energy and take $w+kT$ as the energy carried per particle. Then $(1+k/w_T)\,w'=qE-(w-w_L)/(v\tau)$, with $w_T=dw/dT$ and $w_L=w(T_L)$, so $\lambda=v\tau(1+k/w_T)$. A nonparabolicity of 0.5 eV⁻¹ gives a peak of 3413 K and a length of 58 nm there. The mean energy is 0.56 eV, against 0.53 eV in the parabolic model, so energy is less sensitive than temperature to this correction.
- **Smaller terms.** Drift energy, for a mass of 0.26 electron masses, lowers $T$ by 57 K if it is counted in the energy that relaxes. The upstream region where $\mu_0E<v$ ($x<-99$ nm) supplies 1.5% of the peak rise. The same condition holds for $x>25$ nm; at 50 nm $\mu_0E$ is only $0.08\,v$, so the 2707 K there rests on a speed that drift in the local field cannot sustain. Ionisation loss is about 0.04% of the field heating at the temperature peak. A density of $3\times10^{18}$ cm⁻³ is 0.11 of the effective density of states at 300 K and 0.002 at the peak, so degeneracy is weak where carriers are hot.

The chosen speed and relaxation time are rough typical values for electrons in silicon near room temperature, and fields of a few tenths of a MV/cm are in the regime of short transistors under drain stress. The relaxation time is the less certain input: 0.3 ps instead of 0.4 ps lowers the peak to 3640 K. A 398 K lattice with 10% lower speed gives 4035 K. Among these estimates, the fixed-speed assumption matters most on the cooling side, where the assumed slow drain lowers the temperature at 50 nm by about 1900 K, and the closure (7) by about 2300 K. Near the peak, conduction removes about 800 K for constant $\tau_m$. For $\tau_m\propto1/\varepsilon$ it removes about 500 K if only the conduction factor is changed, and about 1200 K, from a higher starting peak, if both flux factors are changed.

A temperature does not fix the energetic tail that drives oxide damage. At 4107 K, a Maxwellian places 5.1% of carriers above 1.377 eV, the energy the field has supplied by that point. Apart from its small thermal energy on entry, a carrier can exceed this value only by gaining energy from phonons or other carriers. Equation (5) is suited to mean energy and to rates calibrated on it. Injection over an oxide barrier of roughly 3 eV, twice the whole potential drop here, needs the distribution function itself.

The numerical output below lists the inputs and results.

## Computed results

```
speed 1.0e+07 cm/s; relaxation time 0.4 ps; lattice 300 K
peak field 0.30 MV/cm; rise 40 nm; fall 10 nm
relaxation length 66.67 nm
total potential drop 1.500 V
local-field peak temperature 9584 K
nonlocal temperature at field peak 3781 K
nonlocal peak temperature 4107 K at x = 8.91 nm
kT at that peak 0.354 eV; mean energy 0.531 eV
averaged field at that peak 0.1230 MV/cm
temperature at x = 50 nm: 2707 K
centroid delay from balance equation 66.66 nm
-- linearised mobility model --
low-field mobility 400 cm2/Vs; base field 0.10 MV/cm
base temperature 3032 K; beta 3.531; speed 8.828e+06 cm/s
(5/3)v tau 58.85 nm; differential length 33.08 nm
1% field bump: largest response 23.292 K, error 0.0161 K
error ratio on doubling bump 3.977
error with (5/3)v tau instead 5.406 K
-- neglected effects in the example --
mobility model at field peak: 4356 K, speed 1.92e+07 cm/s
conduction length 23.91 nm
decay with conduction: downstream 85.3 nm, upstream 18.7 nm
peak with conduction 3313 K at x = 0.5 nm
drain speed factor 0.3: length 20.0 nm, peak 3781 K
slow drain, temperature at x = 50 nm: 796 K
nonparabolicity 0.5 /eV: peak 3413 K, length there 57.9 nm
nonparabolic mean energy at its peak 0.564 eV
drift energy (mass 0.26 m0) 7.39 meV, shift 57 K
unsaturated region x < -99.4 nm: 1.50 % of peak rise
ionisation A 7.0e+05 /cm, B 1.20 MV/cm, gap 1.1 eV
ionisation integral: local field 1.324e-02, averaged field 8.675e-05
ionisation loss / field heating at temperature peak 3.63e-04
density for 0.5 mA/um in 10 nm depth 3.12e+18 cm^-3
density/Nc (mass 1.08 m0): 0.111 at 300 K, 0.00219 at peak
energy gained from field up to temperature peak 1.377 eV
Maxwellian fraction above that energy 5.08 %
peak with relaxation time 0.3 ps 3640 K
peak with 398 K lattice and 10% lower speed 4035 K
```
